\section*{Surface phonon Green's functions by decimation and transmission across a mass step}

\section{Situation and conventions}

A lattice wave travelling towards a surface or an interface meets a crystal that continues, for practical purposes, without end on at least one side. A finite slab replaces its continuous spectrum by discrete standing waves, and a wave that should leave returns from the far end. The surface Green's function removes the far end. Decimation computes it at a cost that grows with the logarithm of the thickness represented.

The crystal is harmonic and periodic parallel to the surface. At a fixed in-plane wavevector, density functional perturbation theory supplies force constants which, summed over each plane with the in-plane phase factors, become interplanar matrices. Their range is assumed finite; in polar crystals the dipole forces violate this near zero in-plane wavevector and need separate treatment. Planes are grouped into principal layers thick enough that only adjacent layers couple. Layer $n$ has displacement vector $u_n$, diagonal mass matrix $M$ and blocks
\[
\Phi_{00}=\Phi_{n,n},\qquad B=\Phi_{n,n+1},\qquad C=\Phi_{n+1,n}=B^\dagger .
\]
Hartree atomic units are used, with time dependence $e^{-i\omega t}$ and
\[
z=(\omega+i\eta)^2,\qquad W=zM-\Phi_{00},\qquad \omega,\eta>0 .
\]
Newton's equation then reads
\begin{equation}
Wu_n-Cu_{n-1}-Bu_{n+1}=f_n, \label{eom}
\end{equation}
where $f_n$ is minus the external force. For a crystal filling $n\ge0$ the surface row is $W_su_0-Bu_1=f_0$, and the surface Green's function $g$ is defined by $u_0=gf_0$.

Two surface blocks must be distinguished. With $W_s=W$ the missing neighbour is \emph{clamped}: its springs remain but it does not move. At a \emph{free} surface those springs are absent, so their stiffness is removed from $\Phi_{00}$. This is an idealized termination: a real surface relaxes, and its outer layers need force constants of their own. Without in-plane phase factors, a rigid translation must then cost no force.

\section{The decimation step}

Let forces act on even layers only. An odd layer obeys
\[
u_n=W^{-1}(Cu_{n-1}+Bu_{n+1}).
\]
Inserting this for both neighbours of an even layer $n>0$ gives
\[
Wu_n-CW^{-1}(Cu_{n-2}+Bu_n)-BW^{-1}(Cu_n+Bu_{n+2})=f_n .
\]
The surface has a neighbour on one side only:
\[
W_su_0-BW^{-1}(Cu_0+Bu_2)=f_0 .
\]
Collecting terms restores the original form with
\begin{align}
B'&=BW^{-1}B, & C'&=CW^{-1}C,\nonumber\\
W'&=W-BW^{-1}C-CW^{-1}B, & W_s'&=W_s-BW^{-1}C. \label{step}
\end{align}

The inverses exist when $\eta>0$. Let $A$ be $zM-\Phi$ for any finite set of layers. Since $\Phi$ is Hermitian,
\[
\operatorname{Im}x^\dagger Ax=2\omega\eta\,x^\dagger Mx>0\quad(x\ne0),
\]
so $A$ is invertible. If the equations of the eliminated layers hold, $Ax$ vanishes on them, and $x^\dagger Ax=y^\dagger Sy$, where $y$ is the retained part of $x$ and $S$ its effective block. Hence $S$ is invertible too.

\section{Proof of layer doubling}

Let $N=2^i$. After $i$ steps the survivors are layers $0,N,2N,\dots$. The claim is that $[W_s^{(i)}]^{-1}$ is the surface block of the Green's function of a slab of $N$ layers, $0$ to $N-1$, with layer $N$ clamped.

Two statements are proved together by induction:
\begin{enumerate}
\item the surface row $W_s^{(i)}u_0-B^{(i)}u_N=f_0$ uses the original equations of layers $0,\dots,N-1$ only;
\item the row of an interior survivor $kN$ uses those of layers $kN-(N-1),\dots,kN+(N-1)$ only.
\end{enumerate}
Both hold for $i=0$. The next step combines the surface row with the row of layer $N$, which reaches to $2N-1$; this is statement 1 for $2N$. It also combines the row of a retained $kN$ with those of $(k\pm1)N$. The new range runs from $(k-1)N-(N-1)=kN-(2N-1)$ to $kN+(2N-1)$, which is statement 2 for $2N$.

Now set $u_N=0$. The equations used are those of the clamped slab, and the surface row becomes $W_s^{(i)}u_0=f_0$. This proves the claim: each step doubles the number of layers represented, with no approximation.

The coupling has an equally direct meaning. With $u_0=0$, the layers between $0$ and $N$ respond to $u_N$ by $u_1=G_{1,N-1}Bu_N$, where $G$ is the Green's function of those $N-1$ layers with both neighbours clamped. The surface row contains $-Bu_1$, hence
\[
B^{(i)}=B\,G_{1,N-1}\,B\qquad(i\ge1).
\]
Explicit inversion of slabs of 1 to 64 layers, with complex two-component blocks and a free surface, agrees with both identities to at most $1.8\times10^{-15}$, the error of the surface block being divided by the norm of that block and the error of $B^{(i)}$ by the norm of the original $B$.

\section{Convergence and cost}

Assume that $B$ is invertible. Without forces, (\ref{eom}) has Bloch solutions $u_n=\lambda^nv$ with
\begin{equation}
(W-\lambda^{-1}C-\lambda B)v=0. \label{bloch}
\end{equation}
Let $F$ advance the solutions that decay to the right, $u_{n+1}=Fu_n$, and $\bar F$ those that decay to the left, $u_{n-1}=\bar Fu_n$. In the semi-infinite crystal $u_1=Fu_0$, so
\begin{equation}
g=(W_s-BF)^{-1}. \label{gbloch}
\end{equation}
This is an independent way to compute $g$. In a slab clamped at $N$,
\[
u_n=F^na+\bar F^{\,N-n}b,\qquad u_N=0\ \Rightarrow\ b=-F^Na .
\]
The surface row becomes
\[
(W_s-BF)a-(W_s\bar F-B)\bar F^{\,N-1}F^Na=f_0 .
\]
The correction contains one decay outwards and one back. In a mirror-symmetric chain both have the same largest factor $\rho<1$ per layer, so the error of $g$ falls as $\rho^{2N}$, while the coupling $B^{(i)}$ falls as $\rho^N$.

For a propagating wave with phase $q$ per plane and $v_g=d\omega/dq$, replacing $\omega$ by $\omega+i\eta$ changes $q$ by $i\eta/v_g$ to first order. With $d$ planes per layer, $-\ln\rho\simeq\eta d/v_g$; if several channels are open, $v_g$ is the largest of their speeds, taken over both directions of travel, because the fastest wave decays least per layer. Reducing the coupling by a factor $\epsilon$ therefore takes about
\begin{equation}
i\simeq\log_2\frac{v_g\ln(1/\epsilon)}{\eta d} \label{steps}
\end{equation}
steps. Inside a band, halving $\eta$ costs one more step. At a band edge, where the decay rate generically scales as $\sqrt\eta$, it costs about half a step, and where no wave propagates the count does not depend on a small $\eta$.

For blocks of dimension $n$, a step needs one factorization, two solves with $n$ right-hand sides and four products, about $6.3\,n^3$ complex multiply-adds. Adding layers singly would take $N$ operations of similar size instead of $\log_2N$.

\begin{verbatim}
decimate(Ws, W, B, C, tol):
    s = norm(B) + norm(C)
    while norm(B) + norm(C) > tol*s:
        X = solve(W, B);  Y = solve(W, C)
        Ws = Ws - B Y
        W  = W - B Y - C X
        B  = B X;  C = C Y
    return Ws             # g = inverse(Ws)

transmission(omega, eta):
    WL, WR = z*M_left - Phi00, z*M_right - Phi00
    gL = inverse(decimate(WL, WL, C, B, tol))
    gR = inverse(decimate(WR, WR, B, C, tol))
    SL = C gL B;  SR = B gR C
    GL = i(SL - SL^dagger);  GR = i(SR - SR^dagger)
    G  = inverse(WR - SL - SR)
    return real(trace(GL G GR G^dagger))
\end{verbatim}
The left lead ends on its right side, hence the exchange of $B$ and $C$ in its call.

\section{Transmission across the interface}

Layers $n\le-1$ carry the left masses and layers $n\ge0$ the right masses; the force constants are the same everywhere. Layer 0 is kept explicitly. Its neighbours respond as $u_{-1}=g_LBu_0$ and $u_1=g_RCu_0$ when waves only leave. This defines
\[
\Sigma_L=Cg_LB,\quad \Sigma_R=Bg_RC,\quad \Gamma=i(\Sigma-\Sigma^\dagger),\quad G=(W-\Sigma_L-\Sigma_R)^{-1},
\]
with the right-hand masses in $W$. Both leads use clamped end blocks, because the springs to layer 0 exist. The limit $\eta\to0$ is understood from here on.

\subsection{Response to an incoming wave}

Let $v_n$ be an incoming Bloch wave of the left crystal, continued to layer 0. It obeys the condition for the opposite sign of $\eta$. Since $g_L(z^*)=g_L(z)^\dagger$, $Cv_{-1}=Cg_L^\dagger Bv_0=\Sigma_L^\dagger v_0$. The reflected part $u-v$ is outgoing, so
\[
Cu_{-1}=\Sigma_L^\dagger v_0+\Sigma_L(u_0-v_0).
\]
Inserting this and $Bu_1=\Sigma_Ru_0$ into the row of layer 0 gives
\begin{equation}
(W-\Sigma_L-\Sigma_R)u_0=(\Sigma_L^\dagger-\Sigma_L)v_0=i\Gamma_Lv_0
\ \Rightarrow\ u_0=iG\Gamma_Lv_0. \label{response}
\end{equation}

\subsection{Power}

Layer 0 exerts the force $-Cu_0$ on layer 1, whose velocity is $-i\omega u_1$. The mean power is
\begin{align*}
P_R&=\tfrac12\operatorname{Re}[(-i\omega u_1)^\dagger(-Cu_0)]
=\tfrac{\omega}{2}\operatorname{Im}(u_1^\dagger Cu_0)\\
&=\tfrac{\omega}{2}\operatorname{Im}(u_0^\dagger\Sigma_R^\dagger u_0)
=\tfrac{\omega}{4}u_0^\dagger\Gamma_Ru_0 ,
\end{align*}
because $u_1^\dagger C=(Bu_1)^\dagger$ and $\Sigma^\dagger-\Sigma=i\Gamma$. The same calculation between layers $-1$ and $0$ gives the incoming power $(\omega/4)v_0^\dagger\Gamma_Lv_0$.

\subsection{Sum over incoming waves}

For two Bloch solutions $a,b$ at the same real frequency, multiply the equation of $b$ by $u_{a,n}^\dagger$ and subtract the adjoint of the equation of $a$ times $u_{b,n}$. The terms in the Hermitian $W$ cancel, leaving
\[
J_n\equiv u_{a,n}^\dagger Cu_{b,n-1}-u_{a,n-1}^\dagger Bu_{b,n}=J_{n+1}.
\]
But $J_n$ is also proportional to $(\lambda_a^*\lambda_b)^n$, so it vanishes unless $\lambda_a^*\lambda_b=1$. For incoming waves and for evanescent ones decaying into the left lead, the condition used above gives $J_0=v_a^\dagger(\Sigma_L^\dagger-\Sigma_L)v_b=iv_a^\dagger\Gamma_Lv_b$, with $v_a$ now denoting the vector at layer 0.

Different propagating waves are thus orthogonal with respect to $\Gamma_L$; waves sharing a Bloch factor can be chosen so. Evanescent vectors are orthogonal to all members of the set, themselves included. Away from band edges the set is assumed to span the layer space, so $\Gamma_L$ annihilates the evanescent vectors. Normalize the propagating ones by $v_a^\dagger\Gamma_Lv_b=\delta_{ab}$. Any vector is $x=\sum_ac_av_a$ plus an evanescent part, with $c_a=v_a^\dagger\Gamma_Lx$. Therefore
\[
\Gamma_L=\sum_a\Gamma_Lv_av_a^\dagger\Gamma_L .
\]
Each incoming wave now carries power $\omega/4$. Summing the transmitted fractions with (\ref{response}),
\[
T=\sum_av_a^\dagger\Gamma_LG^\dagger\Gamma_RG\Gamma_Lv_a
=\operatorname{Tr}[\Gamma_RG\Gamma_LG^\dagger].
\]

The order of the leads can be exchanged. With $\Gamma=\Gamma_L+\Gamma_R$ and Hermitian $W$,
\[
i(G-G^\dagger)=G\Gamma G^\dagger=G^\dagger\Gamma G .
\]
Multiply the last equality by $\Gamma_L$ and take the trace. The terms with two factors $\Gamma_L$ are equal by cyclic permutation and cancel, leaving
\begin{equation}
T=\operatorname{Tr}[\Gamma_LG\Gamma_RG^\dagger]. \label{trace}
\end{equation}
$T$ is a sum over channels and may exceed one. In a test with two open channels, (\ref{trace}) gives 1.91689, as does direct matching of Bloch waves without Green's functions.

\section{Two analytic limits}

Take one plane per layer and nearest-neighbour stiffness $K$. The equations of layers $-1$ and $0$ require the left and right wave forms to agree on both layers. With amplitudes referred to layer $-1$,
\[
1+r=t,\qquad e^{iq_1}+re^{-iq_1}=te^{iq_2},\qquad
r=\frac{e^{iq_1}-e^{iq_2}}{e^{iq_2}-e^{-iq_1}} .
\]
Hence $|r|^2=\sin^2\frac{q_1-q_2}{2}/\sin^2\frac{q_1+q_2}{2}$. Using $\sin^2(a+b)-\sin^2(a-b)=\sin2a\sin2b$,
\begin{equation}
T=1-|r|^2=\frac{\sin q_1\sin q_2}{\sin^2\frac{q_1+q_2}{2}},\qquad
\sin\frac{q_j}{2}=\frac{\omega}{2}\sqrt{\frac{m_j}{K}} . \label{nn}
\end{equation}
At the top of the heavier crystal's band $q_2=\pi$ and $T=0$: the transmitted wave no longer carries energy.

For long waves the displacement is smooth also with second neighbours, and the crystal acts as an elastic continuum of common stiffness. Continuity of displacement and stress gives $1+r=t$ and $q_1(1-r)=q_2t$, so $t=2q_1/(q_1+q_2)$. The power ratio is $(q_2/q_1)t^2$. Since $q_j\propto\sqrt{m_j}$,
\begin{equation}
T\to\frac{4\sqrt{m_1m_2}}{(\sqrt{m_1}+\sqrt{m_2})^2}. \label{acoustic}
\end{equation}

\section{Worked example}

The model has one polarization at zero in-plane wavevector, with $K_1=0.05$ and $K_2=0.01\,E_h/a_0^2$ between first and second neighbour planes, and masses 50000 and 200000 $m_e$. A principal layer holds two planes:
\[
\Phi_{00}=\begin{pmatrix}2K_1+2K_2&-K_1\\-K_1&2K_1+2K_2\end{pmatrix},\quad
B=\begin{pmatrix}-K_2&0\\-K_1&-K_2\end{pmatrix}.
\]
A free left end removes $K_1+K_2$ and $K_2$ from the two diagonal elements. The dispersion is
\[
m\omega^2=2K_1(1-\cos q)+2K_2(1-\cos2q).
\]
It rises monotonically because $K_1>4K_2$, so the band top is $\sqrt{4K_1/m}$: $0.002\,E_h/\hbar$ for the light crystal and $0.001\,E_h/\hbar$ (219.5 cm$^{-1}$) for the heavy one.

\subsection{Free surface of the light crystal}

At $\omega=5\times10^{-4}$ and $\eta=10^{-5}\,E_h/\hbar$ the velocity is $v_g=1.2866\times10^{-3}\,E_h/\hbar$ per radian. The estimate $2\eta/v_g=0.015545$ agrees with $-\ln\rho$ from (\ref{bloch}) to the digits shown. Relative to $g$ from (\ref{gbloch}), the error is 69\% for 16 layers, $6.2\times10^{-4}$ for 256 and $2.2\times10^{-7}$ for 512. The predicted drop between the last two is $\rho^{512}=e^{-7.96}=3.5\times10^{-4}$, as found. Early steps gain little because the returning wave is still strong; once it is weak, each step roughly squares the error.

The vibrational spectrum of a plane follows from its diagonal element $g_{00}$:
\[
A(\omega)=-\frac{2}{\pi}m\operatorname{Im}[(\omega+i\eta)g_{00}].
\]
Expanding $g_{00}$ in normal modes $s$ of weight $w_s$ on the plane gives $mg_{00}=\sum_sw_s/(z-\omega_s^2)$, and
\[
\frac{\omega+i\eta}{z-\omega_s^2}=\frac12\left[\frac1{\omega+i\eta-\omega_s}+\frac1{\omega+i\eta+\omega_s}\right],
\]
so $A$ is a sum of Lorentzians with total weight one over positive frequencies. Here $g_{00}=2.0696-31.2325i\;a_0^2/E_h$, and
\[
A=\frac{2\cdot50000}{\pi}\,(5\times10^{-4}\cdot31.2325-10^{-5}\cdot2.0696)=496.4\,\hbar/E_h .
\]
The bulk value is 248.0, close to $1/(\pi v_g)=247.4$: bulk modes are spread uniformly over $-\pi<q\le\pi$ with weight $dq/2\pi$ per plane, and the two waves $\pm q$ give $2\,(dq/d\omega)/2\pi=1/(\pi v_g)$ for $\eta\to0$. The ratio is near two because a long standing wave has an antinode at a free end, where its squared amplitude is twice the bulk average. For $\eta\to0$ the ratio tends to exactly two as $q\to0$; at finite $q$ it generally differs from two. For $K_2=0$ the free end requires $u_{-1}=u_0$, so $u_n\propto\cos q(n+\tfrac12)$ and the ratio is $2\cos^2(q/2)$; how close it stays to two at the present $q=0.38$ depends on the force constants and on $\eta$: it is 2.0015 at $\eta=10^{-5}\,E_h/\hbar$ and 2.011, slightly above two, for $\eta\to0$. At $\omega=1.5\times10^{-3}\,E_h/\hbar$ the wave is no longer long and the ratio, again at $\eta=10^{-5}\,E_h/\hbar$, is 1.46. Diagonalization of a slab of 1200 planes reproduces the surface values.

\subsection{Transmission from light to heavy}

With $\eta=10^{-8}\omega$:
\begin{center}
\begin{tabular}{ccc}
$\omega$ ($10^{-4}E_h/\hbar$) & $T$ & $T$ for $K_2=0$\\
1.0 & 0.8880 & 0.8878\\
5.0 & 0.8615 & 0.8541\\
7.5 & 0.8013 & 0.7752\\
9.0 & 0.6921 & 0.6308\\
11.0 & 0.0000 & 0.0000
\end{tabular}
\end{center}
The mass ratio is four, so (\ref{acoustic}) gives $4\cdot2/(1+2)^2=0.8889$, which the first row approaches. For the second row with $K_2=0$, (\ref{nn}) has $\sin(q_1/2)=0.25$ and $\sin(q_2/2)=0.5$, hence $T=0.4841\cdot0.8660/0.7006^2=0.854$. The last frequency lies above the heavy band: the wave penetrates evanescently and is fully reflected. With $K_2\ne0$, at the tabulated frequencies and at $3\times10^{-4}\,E_h/\hbar$, the trace formula and wave matching differ by at most $1.2\times10^{-7}$.

\section{Stability and failure modes}

\paragraph{Vanishing pivots.} For the nearest-neighbour chain at $\eta=0$, $B=-K$ and $W=m\omega^2-2K=2B\cos q$. One step gives
\[
B'=\frac{B}{2\cos q},\qquad W'=2B\cos q-\frac{B}{\cos q}=2B'\cos2q .
\]
Thus $W^{(i)}=2B^{(i)}\cos(2^iq)$: the phase doubles with the layer spacing, and elimination fails when $2^iq$ is an odd multiple of $\pi/2$. At midband, $q=\pi/2$, the first pivot is already zero. A finite $\eta$ removes the singularity, but a tiny one leaves a nearly vanishing pivot, which amplifies rounding errors. In double precision the clamped $g$ at $q=\pi/2$ or $\pi/4$ is wrong by several per cent for $\eta=10^{-8}\omega$ and by a few parts in $10^{6}$ for $\eta=10^{-6}\omega$. Shifting the frequency by one part in a thousand at $\eta=10^{-8}\omega$ brings the error down to about $10^{-12}$.

\paragraph{Choice of $\eta$.} It broadens the spectrum and absorbs waves, so it must be small against the spectral features sought and the distance to a band edge. Small values are cheap: at $\omega=5\times10^{-4}$ and $\eta=5\times10^{-12}\,E_h/\hbar$ the couplings fall by $10^{-14}$ in 32 steps, where (\ref{steps}) gives 31.95.

\paragraph{Wrong end block.} Equal masses must give $T$ equal to the number of open channels, which is one inside the band of the example. At $\omega=5\times10^{-4}\,E_h/\hbar$ clamped lead blocks do so; free-surface blocks give 0.348, because stiffness is then missing on both sides of layer 0. This equal-mass run is a useful check of any implementation.

\paragraph{Input force constants.} A principal layer that is too thin discards couplings. A violated translation sum rule leaves a residual spring $\delta$ to the ground on each plane; if $\delta>0$, the acoustic band then starts at $\sqrt{\delta/m}$ instead of zero, which spoils the long-wave limit. If bonding changes at the interface, the altered layers must be kept explicitly between the leads with their own force constants. Anharmonic scattering and interface disorder are outside the model.

\section*{Computed results}
\begin{verbatim}
K1 = 0.05 E_h/a0^2, K2 = 0.01 E_h/a0^2
masses: light 50000 m_e, heavy 200000 m_e
band top, light crystal = 0.002000 E_h/hbar
band top, heavy crystal = 0.001000 E_h/hbar = 219.47 cm^-1
largest relative doubling error, 1 to 64 layers = 1.8e-15
convergence case: omega = 5.0e-04 E_h/hbar, eta = 1.0e-05 E_h/hbar
phase per plane q = 0.37788 rad
velocity d(omega)/dq = 1.286571e-03 E_h/hbar per rad
Bloch decay factor per principal layer rho = 0.984575
-ln(rho) = 0.015545, 2 eta/velocity = 0.015545
surface-plane g (real, imag) = 2.0696, -31.2325 a0^2/E_h
step  4,   16 layers: relative error of g = 6.89e-01
step  5,   32 layers: relative error of g = 5.85e-01
step  6,   64 layers: relative error of g = 2.79e-01
step  7,  128 layers: relative error of g = 3.27e-02
step  8,  256 layers: relative error of g = 6.19e-04
step  9,  512 layers: relative error of g = 2.16e-07
step 10, 1024 layers: relative error of g = 2.76e-14
measured / predicted log error drop, step 8 to 9 = 1.00002
spectra of the light crystal at eta = 1.0e-05 E_h/hbar, in hbar/E_h:
omega 1.0e-04: surface 474.668, bulk 238.166, ratio 1.9930
omega 5.0e-04: surface 496.421, bulk 248.023, ratio 2.0015
omega 1.5e-03: surface 603.900, bulk 413.991, ratio 1.4587
steps at eta = 5.0e-12 E_h/hbar: 32, estimate 31.95
equal masses, omega = 5.0e-04: T = 1.000000; with free-surface lead blocks 0.348061
omega (E_h/hbar): T trace formula, T wave matching, T for K2 = 0
1.00e-04: 0.887991, 0.887991, 0.887769
3.00e-04: 0.880285, 0.880285, 0.878102
5.00e-04: 0.861455, 0.861455, 0.854102
7.50e-04: 0.801328, 0.801328, 0.775222
9.00e-04: 0.692094, 0.692094, 0.630761
1.10e-03: 0.000000, 0.000000, 0.000000
largest difference, trace formula - matching = 1.2e-07
T at omega = 2.0e-05 E_h/hbar: 0.888853, long-wave limit 0.888889
two-channel test: T trace 1.916890, T matching 1.916890
\end{verbatim}
